# Why Bleaching an Absorption Band Changes a Resist's Refractive Index

**Q.** I expose a resist film and its absorption band fades. Why can't the film simply become more transparent and keep its refractive index?

**A.** Because one motion of the bound electrons produces both effects. Write the optical field as $e^{-i\omega t}$ and the complex index as $N=n+ik$, with $k>0$ for absorption. Let the rest of the film have a real, constant permittivity $\varepsilon_b=n_b^2$. Then

$$N^2=\varepsilon_b+\chi(\omega),\qquad \chi(\omega)=\frac{S}{\omega_0^2-\omega^2-i\gamma\omega}.$$

I use photon energies for $\omega$, $\omega_0$ and $\gamma$, so time is measured in $\hbar/\mathrm{eV}$ and the strength $S$ has the unit eV². Bleaching means that $S$ falls, while $\omega_0$, $\gamma$, the host and the density stay fixed.

The Lorentzian is the spectrum of a damped oscillator. Struck at $t=0$, the oscillator responds as

$$\chi(t)=S\,e^{-\gamma t/2}\,\frac{\sin\Omega t}{\Omega}\quad(t>0),\qquad \Omega^2=\omega_0^2-\frac{\gamma^2}{4},$$

and $\chi(t)=0$ for $t<0$. I take $\gamma<2\omega_0$. To confirm the spectrum, set $a=\gamma/2-i\omega$. Since $\int_0^\infty e^{-at}\sin\Omega t\,dt=\Omega/(a^2+\Omega^2)$, the denominator is

$$a^2+\Omega^2=\frac{\gamma^2}{4}-i\gamma\omega-\omega^2+\omega_0^2-\frac{\gamma^2}{4}=\omega_0^2-\omega^2-i\gamma\omega .$$

Now go back from frequency to time. Write $\chi=\chi'+i\chi''$. Because $\chi(t)$ is real, $\chi'$ is even in $\omega$ and $\chi''$ is odd, so

$$\chi(t)=\frac1\pi\int_0^\infty\chi'\cos\omega t\,d\omega+\frac1\pi\int_0^\infty\chi''\sin\omega t\,d\omega .$$

The first term is even in time and the second is odd. Before the blow they must cancel. After it they are therefore equal, and each supplies half the response. If you removed $\chi''$ and left $\chi'$ alone, nothing would cancel the dispersive term at negative times: the film would respond before the light arrived.

**Q.** Can you put numbers on that?

**A.** Take a band at 400 nm, or 3.10 eV, with $\gamma=0.50$ eV and $S=0.130$ eV². At 0.335 fs after the blow the response is 0.0371 eV, of which the absorptive part supplies 0.0186 eV. At the same time before the blow, the absorptive part is $-0.0186$ eV and the dispersive part $+0.0186$ eV. Causality needs both.

**Q.** That shows that the index must change. How does the lost absorption determine the direction?

**A.** Through the Kramers–Kronig relation. The poles of $\chi$ lie at $\omega=\pm\Omega-i\gamma/2$, in the lower half-plane. Integrate $\chi(\omega')/(\omega'-\omega)$ along the real axis, pass above the point $\omega'=\omega$ on a small semicircle, and close the path by a large arc in the upper half-plane. No pole is enclosed. The large arc contributes nothing, because the integrand falls as $|\omega'|^{-3}$. The small semicircle runs clockwise and gives $-i\pi\chi(\omega)$. Hence

$$P\!\int_{-\infty}^{\infty}\frac{\chi(\omega')}{\omega'-\omega}\,d\omega'-i\pi\chi(\omega)=0,$$

where $P$ denotes the principal value. Dividing by $i\pi$ and taking the real part gives

$$\chi'(\omega)=\frac1\pi P\!\int_{-\infty}^{\infty}\frac{\chi''(\omega')}{\omega'-\omega}\,d\omega'.$$

Since $\chi''$ is odd, the negative half-axis contributes $\int_0^\infty\chi''(\omega')/(\omega'+\omega)\,d\omega'$. Add the two fractions and apply the result to the change on bleaching, $\Delta$ = after minus before:

$$\Delta\chi'(\omega)=\frac2\pi P\!\int_0^\infty\frac{\omega'\,\Delta\chi''(\omega')}{\omega'^2-\omega^2}\,d\omega'.$$

Suppose first that the band has a finite extent and that bleaching only removes absorption, so $\Delta\chi''\le0$. If you probe below the whole band, every $\omega'$ that contributes exceeds $\omega$. The denominator is positive and $\Delta\chi'<0$. If you probe above the whole band, the denominator is negative and $\Delta\chi'>0$. Outside the band $\chi''=0$, so $n^2=\varepsilon_b+\chi'$ in a transparent region, and $n$ moves the same way.

Physically, an oscillator driven below resonance follows the field and adds to the polarization. Driven above resonance, it moves against the field and subtracts from it. Bleaching removes either contribution.

**Q.** Ellipsometry gives me $n$ and $k$. Does the relation hold for them directly?

**A.** It does here, provided the square root is analytic in the upper half-plane. Put $\omega=u+iv$ with $v>0$. The denominator of $\chi$ becomes

$$\omega_0^2-u^2+v^2+\gamma v-iu(2v+\gamma).$$

The imaginary part of $\chi$ therefore has the sign of $u$. It vanishes only at $u=0$, where the denominator is positive and $\varepsilon_b+\chi>\varepsilon_b$. The permittivity never reaches zero or the negative real axis, so the root with $n>0$ is analytic. At high frequency $N-n_b\approx\chi/(2n_b)$ decays, and the same contour argument gives

$$\Delta n(\omega)=\frac2\pi P\!\int_0^\infty\frac{\omega'\,\Delta k(\omega')}{\omega'^2-\omega^2}\,d\omega'.$$

**Q.** A Lorentzian has no edges. What does "well below" or "well above" mean then?

**A.** For this model the sign can be settled without a weak-band approximation. Put $x=\omega^2-\omega_0^2$ and $Q=x^2+\gamma^2\omega^2$. Multiplying numerator and denominator of $\chi$ by the conjugate of the denominator gives

$$\chi'=-\frac{Sx}{Q},\qquad \chi''=\frac{S\gamma\omega}{Q}.$$

The square of $N$ gives $n^2-k^2=\varepsilon_b+\chi'$ and $2nk=\chi''$. Eliminate $k$:

$$n^2-\frac{\chi''^2}{4n^2}=\varepsilon_b+\chi'.$$

The left side grows with $n$, and at $n=n_b$ it equals $\varepsilon_b-\chi''^2/(4\varepsilon_b)$. So the unbleached index exceeds $n_b$ exactly when $\chi'>-\chi''^2/(4\varepsilon_b)$. Insert the two parts and multiply by $Q^2/S$, which reverses no inequality. After a change of sign the condition reads

$$xQ<\frac{S\gamma^2\omega^2}{4\varepsilon_b}.$$

If $\omega\le\omega_0$, then $x\le0$ and the condition holds: complete bleaching lowers the index. If $x\ge S/(4\varepsilon_b)$, then $xQ=x^3+x\gamma^2\omega^2$ exceeds the right side: complete bleaching raises it. The sign changes between these limits. In the example this happens 1.93 meV above $\omega_0$, a tiny distance beside the 500 meV width.

**Q.** My exposures are often partial. Does the index move steadily?

**A.** Write $L=\chi/S$ and differentiate $N^2=\varepsilon_b+SL$ to get $2N\,dN/dS=L$. With $L=(-x+i\gamma\omega)/Q$,

$$\frac{dn}{dS}=\frac{\mathrm{Re}\,(LN^*)}{2|N|^2}=\frac{-xn+\gamma\omega k}{2|N|^2Q}.$$

For $\omega\le\omega_0$ this is positive, so each small loss of $S$ lowers $n$. Above resonance, a small loss raises $n$ when $x>\gamma\omega k/n$. At 313 nm before exposure, $x=6.08$ eV², while the right side is about 0.002 eV². The imaginary part of $dN/dS$ is $dk/dS=(\gamma\omega n+xk)/(2|N|^2Q)$, which is positive above resonance. So $k$ falls as $S$ falls, while $n$ rises, and the condition holds until bleaching is complete.

**Q.** How large are the changes for a resist-like film?

**A.** Let the bleachable absorption coefficient at 400 nm be $\alpha=0.80\ \mu\mathrm{m}^{-1}$ and $n_b=1.65$. Then

$$k_0=\frac{\alpha\lambda}{4\pi}=\frac{0.80\times0.400}{4\pi}=0.0255.$$

At resonance $\chi=iS/(\gamma\omega_0)$, so $n=\sqrt{\varepsilon_b+k_0^2}=1.650$ and

$$S=2nk_0\gamma\omega_0=2(1.650)(0.0255)(0.50)(3.10)\approx0.130\ \mathrm{eV}^2.$$

Complete bleaching gives:

| Wavelength (nm) | Initial $k$ | $\Delta n$ |
|---:|---:|---:|
| 633 | 0.0011 | −0.0066 |
| 436 | 0.0128 | −0.0138 |
| 400 | 0.0255 | −0.0002 |
| 365 | 0.0102 | +0.0115 |
| 313 | 0.0019 | +0.0059 |

The Kramers–Kronig integral over $\Delta k$ reproduces these index changes to the digits shown.

Far from a weak band, drop the damping and use $\Delta n\approx\Delta\chi'/(2n_b)$:

$$\Delta n\approx-\frac{S}{2n_b(\omega_0^2-\omega^2)}.$$

At 633 nm, $\omega=1.959$ eV and the difference of squares is 5.77 eV², so the estimate is $-0.130/(3.30\times5.77)=-0.0068$, about 3% larger in magnitude than the full result. At 313 nm it gives $+0.0065$, about 10% too large. Most of both errors comes from the dropped damping: the full $\chi'$ is smaller than the undamped one by the factor $1+\gamma^2\omega^2/(\omega_0^2-\omega^2)^2$, which is 1.03 at 633 nm and 1.11 at 313 nm.

**Q.** Why are the largest changes near 436 and 365 nm, and not at the absorption peak?

**A.** At $\omega_0$, which here lies within 0.01 eV of the peak in $k$, the oscillator moves a quarter cycle out of phase with the field, so $\chi'=0$. To find the extrema, put $D=\omega_0^2-\omega^2$:

$$\chi'=\frac{SD}{D^2-\gamma^2D+\gamma^2\omega_0^2}.$$

Setting the derivative to zero gives

$$D^2-\gamma^2D+\gamma^2\omega_0^2-D(2D-\gamma^2)=\gamma^2\omega_0^2-D^2=0,$$

so $D=\pm\gamma\omega_0$. For $\gamma<\omega_0$, as here, both solutions lie at real, positive frequencies, and the extrema of $\chi'$ are

$$\frac{S}{\gamma(2\omega_0-\gamma)}\quad\text{and}\quad-\frac{S}{\gamma(2\omega_0+\gamma)}.$$

With $k_0\approx S/(2n_b\gamma\omega_0)$, the weak-band index changes are $-k_0/(2-\gamma/\omega_0)$ and $+k_0/(2+\gamma/\omega_0)$. Each is about half the peak $k$. The low-energy drop is the larger because its denominator is smaller. The full calculation gives $-0.0138$ at 436.5 nm and $+0.0118$ at 371 nm.

For a film held at 1 µm thickness, the round-trip optical path at 436 nm and normal incidence changes by $2d\,\Delta n/\lambda=-0.063$ wavelength, or about 6% of an interference period.

**Q.** Where does the band's oscillator strength go?

**A.** It cannot vanish if the electron density is fixed. Far above the band the Lorentzian gives $\chi'\to-S/\omega^2$, while the Kramers–Kronig integral gives $-(2/\pi\omega^2)\int_0^\infty\omega'\chi''\,d\omega'$. Equating them,

$$\int_0^\infty\omega\chi''\,d\omega=\frac{\pi S}{2}.$$

The sum of all strengths fixes the response at very high frequency, where electrons behave as free. That response depends on their density, not on their bonds. At fixed electron density the strength lost at $\omega_0$ must therefore reappear elsewhere, say at $W$. (A film that loses nitrogen or takes up water changes its electron count, and with it the total strength by far more than $S$, so there the balance cannot be read from this one band.) Far from both bands,

$$\Delta\chi'\approx\frac{S}{W^2-\omega^2}-\frac{S}{\omega_0^2-\omega^2}=\frac{S(\omega_0^2-W^2)}{(W^2-\omega^2)(\omega_0^2-\omega^2)}.$$

For $W>\omega_0$ the numerator is negative. The index falls below both bands, rises between them, and falls again above both. Your "well above" must therefore stop short of the new absorption.

If all the strength moves to 248 nm with the same width, the change at 633 nm weakens to $-0.0048$, while that at 313 nm grows to $+0.0099$. At 9 eV the two-band model gives $-0.00015$. That point illustrates the sign and does not describe a resist, whose other bands matter there.

For $W<\omega_0$ the numerator is positive, and the index far below both bands rises. With the new band at 2.4 eV, the change at 1.0 eV is $+0.0036$. A photoproduct that absorbs further to the red can thus reverse the long-wavelength result.

**Q.** How closely does this describe a real diazonaphthoquinone/novolak resist?

**A.** The absorption and host index are rough values typical of that class, and an index change of order 0.01 is a reasonable rough size. The single band is a weak assumption, since the photoactive compound has another near-ultraviolet band that bleaches too. Adding one at 345 nm, with equal peak absorption and width, changes the results to $-0.0109$ at 633 nm and $+0.0153$ at 313 nm. Part of this comes from the new band's tail, which raises the absorption at 400 nm to $0.94\ \mu\mathrm{m}^{-1}$. If both bands are scaled down to restore $0.80\ \mu\mathrm{m}^{-1}$ there, the changes are $-0.0093$ and $+0.0131$. At 365 nm, between the bands, the contributions nearly cancel: $\Delta n=-0.00002$ in place of $+0.0115$. That close cancellation belongs to the chosen parameters, but it shows why the single-band value should not be used at 365 nm.

Band shape matters as well. A Gaussian centred at 400 nm, with a full width at half maximum of 0.50 eV and the Lorentzian's value of $\chi''$ at that wavelength, gives $-0.0048$ at 633 nm and $+0.0048$ at 313 nm, respectively 28% and 18% smaller than the Lorentzian values; lacking the long tails, this Gaussian carries only 68% of the Lorentzian's strength. A host index of 1.80 at 313 nm, instead of 1.65, reduces the rise there to $+0.0054$ if the band's $\chi$ simply adds to the host as assumed here. With a Lorentz–Lorenz local field the higher host index also multiplies the band's contribution by $[(1.80^2+2)/(1.65^2+2)]^2=1.23$, and the rise grows to $+0.0066$ instead, so even the direction of this correction depends on the local-field model.

**Q.** Exposure also releases nitrogen, and the film may shrink. Could that hide the effect?

**A.** Below the band, yes. In the Lorentz–Lorenz model, at fixed composition, $u=(n^2-1)/(n^2+2)$ is proportional to density $\rho$. Since $du/dn=6n/(n^2+2)^2$, a small density change gives

$$\Delta n\approx\frac{u}{du/dn}\frac{\Delta\rho}{\rho}=\frac{(n^2-1)(n^2+2)}{6n}\frac{\Delta\rho}{\rho}.$$

For $n=1.65$ the factor is 0.82. A density rise of 1% adds 0.0082, and a rise of only 0.8% cancels the entire single-band drop at 633 nm. Above the band, the same density rise adds to the increase from bleaching. Loss of nitrogen also changes the composition, which this estimate leaves out, and the effect need not be small. For an assumed molar absorptivity of 5000 to 10000 M⁻¹cm⁻¹, $0.80\ \mu\mathrm{m}^{-1}$ means 0.7 to 0.35 mol/L of chromophore. Removing one N₂ (polarizability about 1.7 Å³) per chromophore at fixed volume then gives roughly $-0.007$ to $-0.003$, most of which is offset if one water molecule is taken up in its place. Heating by 5 K, with a rough coefficient of $-10^{-4}\ \mathrm{K}^{-1}$, contributes $-0.0005$.

To estimate the bleaching contribution, measure $n$ and $k$ over a wide spectrum before and after exposure, with thickness determined independently and the temperature restored. Insert the measured $\Delta k$ in the Kramers–Kronig integral. The integral then leaves out absorption changes outside your spectral range. A density change acts mainly through such changes, in the far ultraviolet, so the remainder alone cannot tell density from other absorption changes out of range.

## Calculated quantities

```
Band centre: 400 nm = 3.0996 eV
Band width gamma: 0.50 eV
Bleachable absorption at centre: 0.80 1/um
Host index: 1.65
Peak k before bleaching: 0.02546
Band strength S: 0.13025 eV^2
Index before bleaching and changes on complete bleaching:
nm    eV      n        k        dn        dk        dn(KK)
633  1.9587  1.65663  0.00112  -0.00663  -0.00112  -0.00663
436  2.8437  1.66384  0.01284  -0.01384  -0.01284  -0.01384
400  3.0996  1.65020  0.02546  -0.00020  -0.02546  -0.00020
365  3.3968  1.63847  0.01021  +0.01153  -0.01021  +0.01153
313  3.9612  1.64412  0.00192  +0.00588  -0.00192  +0.00588
Far-from-band estimate of dn at 633 nm: -0.00684
Far-from-band estimate of dn at 313 nm: +0.00649
Largest drop: -0.01384 at 436.5 nm
Largest rise: +0.01178 at 371.0 nm
Half of peak k: 0.01273
Zero of dn above w0 by: 1.929 meV
Upper limit for that shift: 1.929 meV
Test time tau: 0.3347 fs
True response at +tau: 0.037127 eV
Absorptive part at +tau: +0.018564 eV
Absorptive part at -tau: -0.018564 eV
Dispersive part at -tau: +0.018564 eV
f-sum integral: 0.20460 eV^2
Round-trip path change, 1000 nm film at 436 nm: -0.0635 wavelengths
Neglected effects, index changes:
Gaussian band, 633 nm: -0.00478
Strength moved to 248 nm, at 633 nm: -0.00477
Gaussian band, 313 nm: +0.00480
Strength moved to 248 nm, at 313 nm: +0.00993
Same transfer, model at 9.0 eV: -0.00015
Transfer to 2.4 eV, at 1.0 eV: +0.00362
With second band at 345 nm, at 633 nm: -0.01091
With second band at 345 nm, at 365 nm: -0.00002
With second band at 345 nm, at 313 nm: +0.01534
Density +1 percent: +0.00824
Density rise cancelling dn at 633 nm: 0.805 percent
Host index 1.80 instead, at 313 nm: +0.00538
Heating 5 K at dn/dT -1e-04 1/K: -0.00050
Local-field shift of band: 4.446 meV
```
